# The core polarization potential from second-order perturbation theory, part 1

(Sections cited here and not found follow in the later parts.)

An effective core potential removes the inner electrons of an atom and leaves the valence electrons moving in a fixed potential. The core it replaces is not rigid. A valence electron near a scandium ion pushes the eighteen core electrons away and pulls the nucleus toward itself, so the core acquires a dipole that points at the electron and attracts it. A second valence electron, or a neighbouring ionic core, feels the same dipole. The core needs tens of electronvolts to be excited and the valence electrons only a few, which suggests treating the core dipole as following the valence charges without delay. The worked example below, a model with dipole coupling only, shows that this picture can be off by tens of percent when the electron comes close to the core; in a real ion the quadrupole response, which the model omits, offsets much of that error. The question is whether this response can be written as an operator on the valence coordinates alone. The answer used in quantum chemistry and quantum Monte Carlo is the core polarization potential (CPP), $-\tfrac12\sum_\lambda\alpha_\lambda\mathbf f_\lambda^2$. It is the leading term of an expansion in the inverse core excitation energy. It is not exact even at second order, and the short-range cutoff that accompanies it in practice is an empirical addition.

## Setting and assumptions

SI units are used, $e>0$ is the elementary charge, $m$ the electron mass, and $\kappa=e/4\pi\varepsilon_0$. Core $\lambda$ has a nucleus of charge $Z_\lambda e$ fixed at $\mathbf R_\lambda$ and $N_\lambda$ electrons at positions $\mathbf s_j$ measured from that nucleus. Its net charge is $Q_\lambda e=(Z_\lambda-N_\lambda)e$ and its dipole operator is $\mathbf d_\lambda=-e\sum_j\mathbf s_j$. The vectors $\mathbf r_{\lambda i}=\mathbf r_i-\mathbf R_\lambda$ and $\mathbf R_{\lambda\mu}=\mathbf R_\mu-\mathbf R_\lambda$ point from core $\lambda$ to valence electron $i$ and to core $\mu$. The isolated core has Hamiltonian $H_\lambda$, ground state $|0\rangle$ with energy chosen as zero, and excited states $|n\rangle$ with energies $\Delta_n>0$. A sum over states includes the integral over the continuum.

(A1) Core and valence electrons are distinguishable. The state space is the product of a valence space and one space per core, and no exchange terms connect them.

(A2) Every other charge lies outside each core, and the coupling is cut off after the dipole.

(A3) Each $H_\lambda$ is invariant under rotations and inversion about its nucleus, and its ground state is nondegenerate.

(A4) The coupling is kept to second order.

(A5) The valence state $|v\rangle$ is a nondegenerate eigenstate of the valence Hamiltonian $H_v$, whose eigenstates are $|k\rangle$ with energies $E_k$, and $\Delta_n+E_k-E_v>0$ for all $n$ and $k$. The core is called fast when the valence excitation energies reached by the field operator are small against the $\Delta_n$. The theorem makes this quantitative.

For each core define the field operator and two constants,

$$\mathbf f_\lambda=\kappa\Big[\sum_i\frac{\mathbf r_{\lambda i}}{r_{\lambda i}^3}-\sum_{\mu\ne\lambda}Q_\mu\frac{\mathbf R_{\lambda\mu}}{R_{\lambda\mu}^3}\Big],\qquad \alpha_\lambda=2\sum_n\frac{|d_n|^2}{\Delta_n},\qquad \beta_\lambda=\sum_n\frac{|d_n|^2}{\Delta_n^2},$$

with $d_n=\langle n|d_z|0\rangle$. The field is in V/m, $\alpha$ in $\mathrm{C^2m^2/J}$ and $\beta$ in $\mathrm{C^2m^2/J^2}$. The quantity $\alpha/4\pi\varepsilon_0$ is the polarizability volume. Cartesian components carry the labels $a,b$.

## The theorem

**Theorem.** Under (A1) to (A5) the first-order energy shift of $|v\rangle$ is zero and the second-order shift is $E^{(2)}=E_{\rm disp}+\sum_\lambda E^{(2)}_\lambda$, where $E_{\rm disp}$ depends only on the core positions. For each core, with the label $\lambda$ dropped:

(a) $E^{(2)}_\lambda=-\sum_n|d_n|^2\sum_a\langle v|f_a\,(\Delta_n+H_v-E_v)^{-1}f_a|v\rangle$.

(b) $E^{(2)}_\lambda=-\tfrac12\alpha\langle v|\mathbf f^2|v\rangle+\beta S-\mathcal R$, with $S=\sum_a\langle v|f_a(H_v-E_v)f_a|v\rangle$ and $\mathcal R\ge0$.

(c) If the potential in $H_v$ is local, $S=\dfrac{\hbar^2}{2m}\sum_{i,a}\langle v|\,|\nabla_if_a|^2|v\rangle$.

(d) If $|v\rangle$ is the valence ground state, $-\tfrac12\alpha\langle\mathbf f^2\rangle\le E^{(2)}_\lambda\le-\tfrac12\alpha\langle\mathbf f^2\rangle+\beta S$.

(e) If all $\Delta_n$ and all $|d_n|^2$ are multiplied by $\eta$, so that $\alpha$ stays fixed, then for the valence ground state and finite $S$, $E^{(2)}_\lambda\to-\tfrac12\alpha\langle\mathbf f^2\rangle$ as $\eta\to\infty$, with an error no larger than $\beta S/\eta$.

The valence electrons of a system with fast cores are therefore described by $H_v+V_{\rm CPP}$, up to the constant $E_{\rm disp}$, with

$$V_{\rm CPP}=-\tfrac12\sum_\lambda\alpha_\lambda\mathbf f_\lambda^2,$$

and $\alpha_\lambda$ is the static dipole polarizability of the isolated core.

## The coupling

**Lemma 1.** Under (A1) and (A2), $H=H_v+\sum_\lambda H_\lambda+W_1+W_{dd}$, with $W_1=-\sum_\lambda\mathbf d_\lambda\cdot\mathbf f_\lambda$ and $W_{dd}$ bilinear in the dipoles of two different cores.

*Proof.* Take a point $\mathbf r$ measured from the nucleus and a core electron at $\mathbf s$ with $s<r$. Write $|\mathbf r-\mathbf s|^2=r^2(1+\epsilon)$ with $\epsilon=(s^2-2\,\mathbf r\cdot\mathbf s)/r^2$. The binomial series $(1+\epsilon)^{-1/2}=1-\tfrac12\epsilon+\tfrac38\epsilon^2-\dots$, sorted by powers of $s$, gives

$$\frac1{|\mathbf r-\mathbf s|}=\frac1r+\frac{\mathbf s\cdot\mathbf r}{r^3}+\frac{3(\mathbf s\cdot\mathbf r)^2-s^2r^2}{2r^5}+O(s^3/r^4).$$

The term linear in $s$ comes from $-\tfrac12\epsilon$. The quadratic term collects $-s^2/2r^3$ from $-\tfrac12\epsilon$ and $\tfrac38\cdot4(\mathbf s\cdot\mathbf r)^2/r^5$ from $\tfrac38\epsilon^2$. Multiply by $-e/4\pi\varepsilon_0$, sum over the core electrons, add the nucleus, and drop the quadratic term by (A2). The potential operator of the core at $\mathbf r$ is

$$\phi(\mathbf r)=\frac1{4\pi\varepsilon_0}\Big[\frac{Qe}{r}+\frac{\mathbf d\cdot\mathbf r}{r^3}\Big].$$

A charge $q$ at $\mathbf r$ has energy $q\phi(\mathbf r)$. The field that this charge produces at the nucleus is $\mathbf E=q(\mathbf 0-\mathbf r)/4\pi\varepsilon_0r^3$, so the dipole part of $q\phi$ equals $-\mathbf d\cdot\mathbf E$. For an electron $q=-e$ and $\mathbf E=+\kappa\,\mathbf r/r^3$, which points toward the electron. For the net charge of core $\mu$, $q=Q_\mu e$ and $\mathbf E=-\kappa Q_\mu\mathbf R_{\lambda\mu}/R_{\lambda\mu}^3$. The sum of these fields is $\mathbf f_\lambda$, which establishes $W_1$.

Core $\mu$ is itself a charge plus a dipole. Expanding $\phi_\lambda(\mathbf R_{\lambda\mu}+\mathbf s)$ to first order in the positions $\mathbf s$ of its electrons gives the energy $Q_\mu e\,\phi_\lambda+\mathbf d_\mu\cdot\nabla\phi_\lambda$. This contains four pieces: charge with charge, $\mathbf d_\lambda$ with $Q_\mu$, $\mathbf d_\mu$ with $Q_\lambda$, and dipole with dipole. The middle two are in $W_1$. The last follows from $\partial_b(x_a/r^3)=\delta_{ab}/r^3-3x_ax_b/r^5$:

$$W_{dd}=\frac1{4\pi\varepsilon_0}\sum_{\lambda<\mu}\Big[\frac{\mathbf d_\lambda\cdot\mathbf d_\mu}{R_{\lambda\mu}^3}-\frac{3(\mathbf d_\lambda\cdot\mathbf R_{\lambda\mu})(\mathbf d_\mu\cdot\mathbf R_{\lambda\mu})}{R_{\lambda\mu}^5}\Big].$$

The monopole terms contain only the number $Q_\lambda$, which is the same in every state of the core. They act as the identity on the core spaces and are placed in $H_v$, with the valence kinetic energy and the valence repulsion. $\square$

In a calculation the monopole attraction in $H_v$ is replaced by an effective core potential that tends to it at large distance. Parts (a), (b), (d) and (e) of the theorem do not depend on this. Part (c) and the proposition on the solvable model need a local potential. The operator $\mathbf f_\lambda$ multiplies by a function of the valence coordinates. It commutes with everything belonging to the cores and does not commute with $H_v$.

## Consequences of the spherical core

**Lemma 2.** Under (A3), $\langle0|d_a|0\rangle=0$, and for any function $F$,

$$T_{ab}\equiv\sum_n\langle0|d_a|n\rangle F(\Delta_n)\langle n|d_b|0\rangle=\delta_{ab}\sum_n|d_n|^2F(\Delta_n).$$

*Proof.* Let $U$ be a rotation or the inversion. It commutes with $H_\lambda$, so $U|0\rangle$ is an eigenstate with the ground energy, and by nondegeneracy $U|0\rangle=e^{i\theta}|0\rangle$. Hence $\langle0|A|0\rangle=\langle0|U^\dagger AU|0\rangle$ for any operator $A$. Inversion sends $d_a\to-d_a$, so $\langle0|d_a|0\rangle$ equals its own negative and vanishes. Next, $T_{ab}=\langle0|d_aGd_b|0\rangle$ with $G=\sum_n|n\rangle F(\Delta_n)\langle n|$, a function of $H_\lambda$ and so unchanged by $U$. For $a\ne b$ a rotation by $\pi$ about axis $a$ leaves $d_a$ alone and reverses $d_b$, so $T_{ab}=-T_{ab}=0$. A rotation by $\pi/2$ about $x$ sends $d_y\to\pm d_z$, so $T_{yy}=(\pm1)^2T_{zz}$, and likewise $T_{xx}=T_{zz}$. Finally $T_{zz}=\sum_n|d_n|^2F(\Delta_n)$ because $d_z$ is Hermitian. $\square$

Inversion also removes any term with three dipole operators of one core between ground states, so the third-order energy in $W_1$ vanishes. It likewise removes the second-order cross term between dipole and quadrupole, since the first is odd and the second even. When the core Hamiltonian does not act on spin, a core whose ground level has nonzero orbital angular momentum violates (A3). It has a set of degenerate ground states and in general a tensor polarizability and a permanent quadrupole moment, and the scalar operator does not describe it. A degeneracy of spin alone, as in the hydrogen atom, is harmless when the Hamiltonian does not act on spin: the rotations in the proof are then taken to act on the spatial coordinates only, and the argument holds for each spin component.

**Lemma 3.** In a uniform static field $\mathbf F=F\hat{\mathbf z}$ the isolated core has $\langle d_z\rangle=\alpha F$ and energy $-\tfrac12\alpha F^2$, to lowest order in $F$.

*Proof.* The perturbation is $-d_zF$. The first-order state is $|0\rangle+\sum_nc_n|n\rangle$ with $c_n=\langle n|(-d_zF)|0\rangle/(0-\Delta_n)=d_nF/\Delta_n$. Then $\langle d_z\rangle=\sum_n(c_n^*d_n+c_nd_n^*)=2F\sum_n|d_n|^2/\Delta_n=\alpha F$. The energy has two parts. The coupling gives $-F\langle d_z\rangle=-\alpha F^2$. The distortion costs $\langle H_\lambda\rangle=\sum_n\Delta_n|c_n|^2=F^2\sum_n|d_n|^2/\Delta_n=+\tfrac12\alpha F^2$. The sum is $-\tfrac12\alpha F^2$. $\square$

This fixes the factor $\tfrac12$. Putting the induced dipole $\alpha\mathbf f$ into $-\boldsymbol\mu\cdot\mathbf f$ and stopping there leaves out the work done on the core and doubles the result.

## Elimination of the excited cores

**Lemma 4.** Let $\mathsf P$ project on the product of all core ground states, $\mathsf Q=1-\mathsf P$, and $W=W_1+W_{dd}$. The eigenvalue $E$ of any exact eigenstate $\Psi$ with $\mathsf P\Psi\ne0$, and with $E$ outside the spectrum of $\mathsf QH\mathsf Q$, obeys $H_{\rm eff}(E)\varphi=E\varphi$ in the valence space, and to second order in $W$

$$H_{\rm eff}(E)=H_v-\sum_\lambda\sum_n|d_n|^2\sum_af_{\lambda a}\,(\Delta_n+H_v-E)^{-1}f_{\lambda a}-\sum_{\lambda<\mu}\sum_{n,n'}\frac{|\langle n_\lambda n'_\mu|W_{dd}|00\rangle|^2}{\Delta_n+\Delta_{n'}+H_v-E}.$$

*Proof.* Apply $\mathsf P$ and $\mathsf Q$ to $H\Psi=E\Psi$. The operator $H_0=H_v+\sum_\lambda H_\lambda$ commutes with $\mathsf P$, so $\mathsf PH\mathsf Q=\mathsf PW\mathsf Q$. Every term of $W$ is linear in the dipole of at least one core, so $\mathsf PW\mathsf P=0$ by Lemma 2 and $\mathsf PH\mathsf P=H_v\mathsf P$. The two projected equations are

$$(E-H_v)\,\mathsf P\Psi=\mathsf PW\mathsf Q\Psi,\qquad(\mathsf QH\mathsf Q-E)\,\mathsf Q\Psi=-\mathsf QW\mathsf P\Psi.$$

Solving the second for $\mathsf Q\Psi$ and inserting it in the first gives the exact operator $H_{\rm eff}(E)=H_v-\mathsf PW\mathsf Q(\mathsf QH\mathsf Q-E)^{-1}\mathsf QW\mathsf P$. It already contains $W$ twice, so at second order $\mathsf QH\mathsf Q$ is replaced by $\mathsf QH_0\mathsf Q$. This is diagonal in the core states. On a core state of total excitation energy $\Delta$ its inverse is the valence operator $(\Delta+H_v-E)^{-1}$.

It remains to list the core states that $W$ reaches from the ground state. The term $-\mathbf d_\lambda\cdot\mathbf f_\lambda$ excites core $\lambda$ and leaves the others alone. A term of $W_{dd}$ excites both of its cores, because leaving one in its ground state would bring a factor $\langle0|\mathbf d|0\rangle=0$. The intermediate state is the same on the left and on the right of the inverse. So a product of $W_1$ for core $\lambda$ with $W_1$ for core $\mu\neq\lambda$ vanishes, a product of $W_1$ with $W_{dd}$ vanishes, and so does a product of $W_{dd}$ terms for different pairs. For a single excitation $\langle n_\lambda|W|0\rangle=-\sum_b\langle n|d_b|0\rangle f_{\lambda b}$, and the two minus signs cancel:

$$-\sum_n\sum_{ab}\langle0|d_a|n\rangle\langle n|d_b|0\rangle\,f_a(\Delta_n+H_v-E)^{-1}f_b .$$

In the eigenbasis of $H_v$ the inverse is the number $F(\Delta_n)=1/(\Delta_n+E_k-E)$ for each $k$, so Lemma 2 sets $a=b$ and replaces the product of matrix elements by $|d_n|^2$. The matrix elements of $W_{dd}$ are numbers, which gives the last term. $\square$

The excited core states have been eliminated to second order, leaving an energy-dependent operator $H_{\rm eff}(E)$ on the valence space. It remains to prove parts (a) to (e) of the theorem from it, which yields the core polarization potential and its leading correction.
